# Step and delta weights of the linear tetrahedron method: a program that tests the result

```python
# Linear tetrahedron method: corner weights for delta-function integrals.
# Tetrahedron T, f = V_T/V_G, barycentric lam_i, eps = sum lam_i e_i, e1<=e2<=e3<=e4,
# a(i,j) = (E-e_j)/(e_i-e_j).  Step weights w_i = (1/V_G) int_T lam_i theta(E-eps),
# delta weights g_i = (1/V_G) int_T lam_i delta(E-eps).
# Under test: the closed forms of g_i from the triangular / quadrilateral section,
# g_i = dw_i/dE, sum g_i = D = dn/dE (n = sum w_i), sum g_i e_i = E D, int g_i dE = f/4,
# smoothness at corner energies, degenerate corners, conditioning, mesh convergence.
# Formula functions return weights divided by f.  case = number of e_i below E.
import itertools
from fractions import Fraction
import numpy as np
from scipy import constants, integrate, special
from sympy import field, QQ

def frac(e, E):
    return lambda i, j: (E - e[j-1]) / (e[i-1] - e[j-1])

def delta_case(case, e, E):
    a = frac(e, E); e41 = e[3] - e[0]
    if case == 1:
        D = 3*a(2,1)*a(3,1)/e41
        return [D*(a(1,2)+a(1,3)+a(1,4))/3, D*a(2,1)/3, D*a(3,1)/3, D*a(4,1)/3]
    if case == 3:
        D = 3*a(2,4)*a(3,4)/e41
        return [D*a(1,4)/3, D*a(2,4)/3, D*a(3,4)/3, D*(a(4,1)+a(4,2)+a(4,3))/3]
    Da, Db = 3*a(2,3)*a(3,1)/e41, 3*a(2,4)*a(3,2)/e41
    D = Da + Db
    return [(D*a(1,4)+Da*a(1,3))/3, (D*a(2,3)+Db*a(2,4))/3,
            (D*a(3,2)+Da*a(3,1))/3, (D*a(4,1)+Db*a(4,2))/3]

def step_case(case, e, E):
    a = frac(e, E)
    if case == 1:
        n = a(2,1)*a(3,1)*a(4,1)
        return [n*(1+a(1,2)+a(1,3)+a(1,4))/4, n*a(2,1)/4, n*a(3,1)/4, n*a(4,1)/4]
    if case == 3:
        m = a(1,4)*a(2,4)*a(3,4)
        return [(1-m*a(1,4))/4, (1-m*a(2,4))/4, (1-m*a(3,4))/4,
                (1-m*(1+a(4,1)+a(4,2)+a(4,3)))/4]
    C1, C2, C3 = a(3,1)*a(4,1)/4, a(1,3)*a(3,2)*a(4,1)/4, a(1,4)*a(3,2)*a(4,2)/4
    C = C1 + C2 + C3
    return [C1+(C1+C2)*a(1,3)+C*a(1,4), C+(C2+C3)*a(2,3)+C3*a(2,4),
            (C1+C2)*a(3,1)+(C2+C3)*a(3,2), C*a(4,1)+C3*a(4,2)]

def cone_difference(e, E):
    # middle case as (cone with apex 1) minus (cone with apex 2)
    a = frac(e, E); parts = []
    for c, sign in ((1, 1), (2, -1)):
        o = [j for j in (1, 2, 3, 4) if j != c]
        n = sign*a(o[0],c)*a(o[1],c)*a(o[2],c); D = 3*n/(E - e[c-1])
        s = a(c,o[0]) + a(c,o[1]) + a(c,o[2])
        parts.append(([n*(1+s)/4 if j == c else n*a(j,c)/4 for j in (1,2,3,4)],
                      [D*s/3 if j == c else D*a(j,c)/3 for j in (1,2,3,4)]))
    return ([u-v for u, v in zip(parts[0][0], parts[1][0])],
            [u-v for u, v in zip(parts[0][1], parts[1][1])])

# ---- exact rational-function algebra (e1 = 0, gaps p, q, r)
K, p, q, r, X = field("p,q,r,X", QQ)
es = [K.zero, p, p+q, p+q+r]
G = {c: delta_case(c, es, X) for c in (1, 2, 3)}
for c in (1, 2, 3):
    W = step_case(c, es, X)
    for i in range(4):
        assert not (W[i].diff(X) - G[c][i])
    assert not (sum(G[c]) - sum(W).diff(X))
    assert not (sum(G[c][i]*es[i] for i in range(4)) - X*sum(G[c]))
wc, gc = cone_difference(es, X); W2 = step_case(2, es, X)
for i in range(4):
    assert not (wc[i] - W2[i]) and not (gc[i] - G[2][i])
x2 = X - p
assert not (sum(G[2]) - (3*p + 6*x2 - 3*(p+2*q+r)*x2**2/(q*(q+r)))/((p+q)*(p+q+r)))
G[0] = G[4] = [K.zero]*4
for k in range(4):      # C1 at every knot; second derivative jumps only for i = k
    for i in range(4):
        d0 = G[k+1][i] - G[k][i]; d1 = d0.diff(X); d2 = d1.diff(X)
        v = [d.numer.compose(X.numer, es[k].numer) for d in (d0, d1, d2)]
        assert not v[0] and not v[1] and bool(v[2]) == (i == k)

def gauss(lo, hi, n=4):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi-lo)*(x+1)/2, w*(hi-lo)/2

def direct(e, E):
    # iterated integration of the definitions over lam2, lam3, lam4 (no section geometry)
    x = E-e[0]; e21, e31, e41 = e[1]-e[0], e[2]-e[0], e[3]-e[0]
    e42, e43 = e[3]-e[1], e[3]-e[2]
    brk = sorted({0., 1.} | {b for b in (x/e21, (e41-x)/e42, (e[2]-E)/(e[2]-e[1])) if 0 < b < 1})
    g, w = np.zeros(4), np.zeros(4)
    for lo, hi in zip(brk[:-1], brk[1:]):
        for l2, w2 in zip(*gauss(lo, hi)):
            u1, u2 = (x-l2*e21)/e31, (e41-x-l2*e42)/e43
            if min(u1, u2) > 0:
                l3, w3 = gauss(0, min(u1, u2)); l4 = (x-l2*e21-l3*e31)/e41
                g += 6*w2*np.array([1-l2-l3-l4, l2+0*l3, l3, l4]) @ w3/e41
            top = min(1-l2, u1)
            if top > 0:
                mid = min(max(u2, 0), top)
                for s, t in ((0, mid), (mid, top)):
                    for l3, w3 in zip(*gauss(s, t)):
                        l4, w4 = gauss(0, min(1-l2-l3, (x-l2*e21-l3*e31)/e41))
                        w += 6*w2*w3*np.array([1-l2-l3-l4, l2+0*l4, l3+0*l4, l4]) @ w4
    return g, w

def section(k, e, E):
    # Cartesian polygon: area, |grad eps|, barycentric coordinates of its centroid
    b = np.linalg.solve(k[1:]-k[0], e[1:]-e[0])
    P = np.array([k[i]+(k[j]-k[i])*(E-e[i])/(e[j]-e[i])
                  for i, j in itertools.combinations(range(4), 2) if (e[i]-E)*(e[j]-E) < 0])
    c = P.mean(0); u = P[0]-c; v = np.cross(b, u)/np.linalg.norm(b)
    P = P[np.argsort(np.arctan2((P-c) @ v, (P-c) @ u))]
    tri = [(P[0], P[m], P[m+1]) for m in range(1, len(P)-1)]
    ar = np.array([np.linalg.norm(np.cross(B-A, C-A))/2 for A, B, C in tri])
    cen = sum(s*(A+B+C)/3 for s, (A, B, C) in zip(ar, tri))/ar.sum()
    lam = np.linalg.solve(np.vstack([k.T, np.ones(4)]), np.append(cen, 1))
    return ar.sum(), np.linalg.norm(b), lam, len(P)

rng = np.random.default_rng(1); h = 1e-4
for trial in range(6):
    e = np.cumsum(rng.uniform(0.3, 1.5, 4)) - 2; k = np.vstack([np.zeros(3), np.eye(3)]) + rng.uniform(-.2, .2, (4, 3))
    VT = abs(np.linalg.det(k[1:]-k[0]))/6
    for c in (1, 2, 3):
        E = e[c-1] + rng.uniform(0.1, 0.9)*(e[c]-e[c-1])
        g, w = np.array(delta_case(c, e, E)), np.array(step_case(c, e, E))
        gd, wd = direct(e, E)
        assert np.allclose(g, gd, atol=1e-12) and np.allclose(w, wd, atol=1e-12) and gd.min() > 0
        assert np.allclose((direct(e, E+h)[1]-direct(e, E-h)[1])/(2*h), g, atol=1e-5)  # O(h^2)
        S, bn, lam, nv = section(k, e, E)
        assert nv == (4 if c == 2 else 3) and np.allclose(S*lam/(bn*VT), g, atol=1e-10)

# transform test incl. degenerate corners: int g_i e^{-sE} dE = 6 int lam_i e^{-s eps} dlam
xg, wg = gauss(0, 1, 16)
U, V, Z = np.meshgrid(xg, xg, xg, indexing="ij")
wt = np.einsum("i,j,k->ijk", wg, wg, wg)*(1-U)**2*(1-V)
L = np.array([(1-U)*(1-V)*(1-Z), U, (1-U)*V, (1-U)*(1-V)*Z])
for e in ([0,.7,1.1,2.], [0,0,1,2.], [0,1,1,2.], [0,1,2,2.], [0,0,2,2.], [0,0,0,1.], [0,1,1,1.]):
    e = np.array(e, float)
    for s in (0, 1.3, -0.7, 2j):
        rhs = 6*(L*wt*np.exp(-s*np.tensordot(e, L, 1))).sum((1, 2, 3)); lhs = 0
        for c in (1, 2, 3):
            if e[c] > e[c-1]:
                Eq, wq = gauss(e[c-1], e[c], 20)
                lhs = lhs + np.array(delta_case(c, e, Eq)) @ (wq*np.exp(-s*Eq))
        assert np.allclose(lhs, rhs, atol=1e-11)
        assert s != 0 or np.allclose(lhs, 0.25, atol=1e-12)
e3 = [0., 0., 0., 1.]; jump = np.array(delta_case(3, e3, 1e-9))
assert np.allclose(np.array(step_case(3, e3, 1e-5))/1e-5, jump, atol=1e-4) and jump.sum() > 2.9
en = [0., 1e-12, 1., 2.]; En = 0.6
ex = np.array([float(v) for v in cone_difference([Fraction(v) for v in en], Fraction(En))[1]])
err_pos = np.max(abs(np.array(delta_case(2, en, En))/ex-1))
err_dif = np.max(abs(np.array(cone_difference(en, En)[1])/ex-1))
assert err_pos < 1e-13 and err_dif > 1e-8

# ---- worked example: simple cubic nearest-neighbour band
t, a0, N, E0 = 1.0, 3.0, 10, -3.2
Ha = constants.physical_constants["Hartree energy in eV"][0]
fm = lambda v, n=5: " ".join(f"{x:.{n}f}" for x in np.atleast_1d(v))
dk = 2*np.pi/(a0*N); VG = (2*np.pi/a0)**3
k = dk*np.array([[0,1,2], [1,1,2], [1,2,2], [1,2,3]], float)
e = -2*t*np.cos(k*a0).sum(1); A = (2*t*a0)**2*(np.sin(k*a0)**2).sum(1)
VT = abs(np.linalg.det(k[1:]-k[0]))/6; f = VT/VG; a = frac(e, E0)
g, w = np.array(delta_case(2, e, E0)), np.array(step_case(2, e, E0))
S, bn, lam, nv = section(k, e, E0)
P = lambda i, j: a(i,j)*k[i-1] + a(j,i)*k[j-1]
Sa = np.linalg.norm(np.cross(P(1,4)-P(1,3), P(2,3)-P(1,3)))/2
Sb = np.linalg.norm(np.cross(P(1,4)-P(2,4), P(2,3)-P(2,4)))/2
Da, Db = 3*a(2,3)*a(3,1)/(e[3]-e[0]), 3*a(2,4)*a(3,2)/(e[3]-e[0])
assert np.allclose([Sa/(bn*VT), Sb/(bn*VT), Sa+Sb], [Da, Db, S], rtol=1e-12)
assert np.allclose(S*lam/(bn*VT), g, atol=1e-12) and np.allclose(direct(e, E0)[0], g, atol=1e-12)
hw = 0.01; wp, wm = direct(e, E0+hw)[1], direct(e, E0-hw)[1]
assert np.allclose((wp-wm)/(2*hw), g, atol=2e-4)   # O(h^2) with h = 0.01 eV
print(f"t = {t} eV, a = {a0} A, N = {N}, E = {E0} eV, hartree = {Ha:.5f} eV")
print(f"dk = {dk:.5f} 1/A, V_T = {VT:.6e} 1/A^3, V_G = {VG:.5f} 1/A^3, f = {f:.6e}")
print("corner energies e1..e4 (eV):", fm(e))
print("e21 e31 e41 e32 e42 e43 (eV):", fm([e[j]-e[i] for i, j in itertools.combinations(range(4), 2)]))
print("A_i = |grad eps|^2 at corners (eV^2 A^2):", fm(A, 3))
print("a13 a14 a23 a24:", fm([a(1,3), a(1,4), a(2,3), a(2,4)]))
print("a31 a41 a32 a42:", fm([a(3,1), a(4,1), a(3,2), a(4,2)]))
print(f"|b| = {bn:.5f} eV A; section vertices = {nv}")
print("areas S_a S_b S (1/A^2):", fm([Sa, Sb, S], 7))
print("centroid lam_1..4:", fm(lam))
print("D_a/f D_b/f D/f (1/eV):", fm([Da, Db, g.sum()]))
print("g_i/f (1/eV):", fm(g))
print("C1/f C2/f C3/f:", fm([a(3,1)*a(4,1)/4, a(1,3)*a(3,2)*a(4,1)/4, a(1,4)*a(3,2)*a(4,2)/4]))
print("w_i/f:", fm(w), " n/f:", fm(w.sum()))
print(f"w_i/f at E+{hw} eV:", fm(wp, 7))
print(f"w_i/f at E-{hw} eV:", fm(wm, 7))
print("central difference dw_i/dE /f (1/eV):", fm((wp-wm)/(2*hw)))
big = 3*(E0-e[0])**2/((e[1]-e[0])*(e[2]-e[0])*(e[3]-e[0]))
print("cone at 1, cone at 2 parts of D/f (1/eV):", fm([big, big-g.sum()]))
print("sum g_i e_i / D (eV):", fm(g @ e/g.sum()))
print("sum g_i A_i /f (eV A^2):", fm(g @ A, 4), "; section mean of A (eV^2 A^2):", fm(g @ A/g.sum(), 4))
print(f"D_T = {f*g.sum():.6e} 1/eV = {f*g.sum()*Ha:.6e} 1/hartree")
for c, E in ((1, -4.0), (3, -2.0)):
    gg = np.array(delta_case(c, e, E)); assert np.allclose(gg, direct(e, E)[0], atol=1e-12)
    print(f"E = {E} eV, case {c}: g_i/f (1/eV):", fm(gg), " D/f:", fm(gg.sum()))
print("corners 0 0 0 1 eV, g_i/f just above 0 (1/eV):", fm(jump))
print(f"corners 0, {en[1]:.0e}, 1, 2 eV, E = {En} eV: rel. error positive form {err_pos:.1e}, difference form {err_dif:.1e}")

def mesh(N, E):
    th = 2*np.pi*np.arange(N)/N; T = np.array(np.meshgrid(th, th, th, indexing="ij"))
    eg, Ag = -2*t*np.cos(T).sum(0), (2*t*a0)**2*(np.sin(T)**2).sum(0)
    out = np.zeros(4)   # D, int A delta, n, int A theta
    for perm in itertools.permutations(range(3)):
        ee, AA = [eg], [Ag]
        for ax in perm:
            ee.append(np.roll(ee[-1], -1, ax)); AA.append(np.roll(AA[-1], -1, ax))
        ee, AA = np.reshape(ee, (4, -1)), np.reshape(AA, (4, -1)); o = np.argsort(ee, 0)
        ee, AA = np.take_along_axis(ee, o, 0), np.take_along_axis(AA, o, 0)
        case = (ee < E).sum(0)
        out[2:] += [(case == 4).sum(), AA[:, case == 4].sum()/4]
        for c in (1, 2, 3):
            m = case == c
            gg, ww = np.array(delta_case(c, ee[:, m], E)), np.array(step_case(c, ee[:, m], E))
            out += [gg.sum(), (gg*AA[:, m]).sum(), ww.sum(), (ww*AA[:, m]).sum()]
    return out/(6*N**3)

def dos_exact(E):   # valid for -6t < E < -2t
    sq = lambda th: special.ellipk(1-((E+2*t*np.cos(th))/(4*t))**2)/(2*np.pi**2*t)
    return integrate.quad(sq, 0, np.arccos(np.clip((-4*t-E)/(2*t), -1, 1)))[0]/np.pi

Dx = dos_exact(E0)
Tx = -a0**2*integrate.quad(lambda x: x*dos_exact(x), -6*t, E0, epsabs=1e-7)[0]
assert np.allclose((mesh(10, E0+h)[2:]-mesh(10, E0-h)[2:])/(2*h), mesh(10, E0)[:2], rtol=1e-6)
print(f"exact D = {Dx:.5f} 1/eV = {Dx*Ha:.4f} 1/hartree (per cell, per spin)")
print(f"exact int |grad eps|^2 delta = {Tx:.4f} eV A^2")
for Nm in (10, 20, 40):
    m = mesh(Nm, E0)
    print(f"N = {Nm}: D = {m[0]:.5f} 1/eV ({100*(m[0]/Dx-1):+.2f} %), "
          f"int A delta = {m[1]:.4f} eV A^2 ({100*(m[1]/Tx-1):+.2f} %), n = {m[2]:.5f}")
assert abs(m[0]/Dx-1) < 0.02 and abs(m[1]/Tx-1) < 0.02   # O(dk^2) interpolation error at N = 40
print("ALL CHECKS PASSED")
```

It prints:

```
t = 1.0 eV, a = 3.0 A, N = 10, E = -3.2 eV, hartree = 27.21139 eV
dk = 0.20944 1/A, V_T = 1.531174e-03 1/A^3, V_G = 9.18704 1/A^3, f = 1.666667e-04
corner energies e1..e4 (eV): -4.23607 -3.85410 -2.85410 -1.61803
e21 e31 e41 e32 e42 e43 (eV): 0.38197 1.38197 2.61803 1.00000 2.23607 1.23607
A_i = |grad eps|^2 at corners (eV^2 A^2): 45.000 57.438 77.562 77.562
a13 a14 a23 a24: 0.25029 0.60426 0.34590 0.70748
a31 a41 a32 a42: 0.74971 0.39574 0.65410 0.29252
|b| = 7.80733 eV A; section vertices = 4
areas S_a S_b S (1/A^2): 0.0035523 0.0063391 0.0098915
centroid lam_1..4: 0.23138 0.26643 0.30778 0.19440
D_a/f D_b/f D/f (1/eV): 0.29716 0.53028 0.82743
g_i/f (1/eV): 0.19145 0.22046 0.25467 0.16086
C1/f C2/f C3/f: 0.07417 0.01620 0.02890
w_i/f: 0.16886 0.15532 0.09725 0.05566  n/f: 0.47710
w_i/f at E+0.01 eV: 0.1707668 0.1575168 0.0998081 0.0572769
w_i/f at E-0.01 eV: 0.1669378 0.1531078 0.0947152 0.0540598
central difference dw_i/dE /f (1/eV): 0.19145 0.22045 0.25465 0.16085
cone at 1, cone at 2 parts of D/f (1/eV): 2.33024 1.50280
sum g_i e_i / D (eV): -3.20000
sum g_i A_i /f (eV A^2): 53.5070 ; section mean of A (eV^2 A^2): 64.6661
D_T = 1.379057e-04 1/eV = 3.752606e-03 1/hartree
E = -4.0 eV, case 1: g_i/f (1/eV): 0.08553 0.02492 0.00689 0.00364  D/f: 0.12098
E = -2.0 eV, case 3: g_i/f (1/eV): 0.00294 0.00344 0.00623 0.04787  D/f: 0.06049
corners 0 0 0 1 eV, g_i/f just above 0 (1/eV): 1.00000 1.00000 1.00000 0.00000
corners 0, 1e-12, 1, 2 eV, E = 0.6 eV: rel. error positive form 0.0e+00, difference form 6.0e+07
exact D = 0.06775 1/eV = 1.8434 1/hartree (per cell, per spin)
exact int |grad eps|^2 delta = 3.9157 eV A^2
N = 10: D = 0.06644 1/eV (-1.93 %), int A delta = 3.7813 eV A^2 (-3.43 %), n = 0.09564
N = 20: D = 0.06765 1/eV (-0.14 %), int A delta = 3.8918 eV A^2 (-0.61 %), n = 0.10107
N = 40: D = 0.06772 1/eV (-0.03 %), int A delta = 3.9095 eV A^2 (-0.16 %), n = 0.10241
ALL CHECKS PASSED
```
